# How Many Electrons in Silicon Can Emit a 62 meV Phonon?

## Question

An electron in the conduction band of silicon can lose energy by emitting a phonon of about 62 meV and moving to another valley. At 300 K the thermal energy \(k_BT\) is only about 26 meV. What fraction of the electrons in a lightly doped crystal has enough kinetic energy to do this, and how does that fraction change with temperature, phonon energy and the shape of the band?

## Answer

**The threshold.** Let \(E\) be the kinetic energy of an electron, measured from the minimum of its valley. Emission of a phonon of energy \(\hbar\omega\) leaves it with

\[
E_{\text{final}}=E-\hbar\omega .
\]

The final valley is taken to have its minimum at the same energy as the initial one, so \(E_{\text{final}}\) is also a kinetic energy and cannot be negative. The condition is therefore \(E\ge\hbar\omega\). Crystal momentum adds no further condition here: the phonon carries the wavevector that separates the initial and final states, and its energy is treated as the same for all the wavevectors concerned.

The problem is now one of counting. We need the share of the population above \(\hbar\omega\), which depends on how many states there are at each energy and on how they are occupied.

**The states.** A silicon valley is an ellipsoid, with a longitudinal mass \(m_l\) and two equal transverse masses \(m_t\). With \(\mathbf k\) measured from the valley minimum, the parabolic band is

\[
E=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right).
\]

Define scaled components \(\kappa_i=k_i\sqrt{m_0/m_i}\), where \(m_0\) is the free-electron mass. Then

\[
E=\frac{\hbar^2\kappa^2}{2m_0},\qquad
d^3k=\frac{m_t\sqrt{m_l}}{m_0^{3/2}}\,d^3\kappa .
\]

The surfaces of constant energy are spheres in \(\boldsymbol\kappa\). The number of states below \(E\) is proportional to \(\kappa^3\), hence to \(E^{3/2}\), and its derivative, the density of states, is proportional to \(\sqrt E\). The masses appear in a constant prefactor, which cancels when a fraction is formed.

**The occupation.** In a nondegenerate gas in equilibrium, the mean occupation of a state is proportional to \(e^{-E/k_BT}\). With \(\varepsilon=E/k_BT\), the distribution of energies is proportional to \(\sqrt\varepsilon\,e^{-\varepsilon}\). To normalize it, put \(\varepsilon=u^2\), so that \(d\varepsilon=2u\,du\), and integrate by parts using \(2u\,e^{-u^2}=-d(e^{-u^2})/du\):

\[
\int_0^\infty\!\sqrt\varepsilon\,e^{-\varepsilon}d\varepsilon
=\int_0^\infty\!2u^2e^{-u^2}du
=\Big[-u\,e^{-u^2}\Big]_0^\infty+\int_0^\infty\!e^{-u^2}du
=\frac{\sqrt\pi}{2}.
\]

The normalized distribution is thus

\[
p(\varepsilon)=\frac{2}{\sqrt\pi}\sqrt\varepsilon\,e^{-\varepsilon}.
\]

**The fraction.** Let \(x=\hbar\omega/k_BT\). The same substitution and the same integration by parts, now starting at \(u=\sqrt x\), give

\[
\begin{aligned}
F(x)&=\int_x^\infty p(\varepsilon)\,d\varepsilon
=\frac{2}{\sqrt\pi}\int_{\sqrt x}^\infty 2u^2e^{-u^2}du\\
&=\frac{2}{\sqrt\pi}\left[\sqrt x\,e^{-x}+\int_{\sqrt x}^\infty e^{-u^2}du\right].
\end{aligned}
\]

The last integral defines the complementary error function, \(\operatorname{erfc}(s)=(2/\sqrt\pi)\int_s^\infty e^{-u^2}du\). Hence

\[
F(x)=A+\operatorname{erfc}(\sqrt x),\qquad
A=\frac{2}{\sqrt\pi}\sqrt x\,e^{-x}.
\]

**The number.** At 300 K, \(k_BT=25.852\) meV, so

\[
x=\frac{62}{25.852}=2.398,\qquad \sqrt x=1.549,\qquad e^{-x}=0.0909 .
\]

The two terms are \(A=1.128\times1.549\times0.0909=0.1588\) and \(\operatorname{erfc}(1.549)=0.0285\). Their sum is

\[
F=0.187,
\]

or about 19 percent. A direct integration over the ellipsoid in \(\mathbf k\) space, with masses \(0.92\,m_0\) and \(0.19\,m_0\), gives the same value, which tests the claim that the anisotropy cancels.

**The estimate without an error function.** One can bracket the second term by hand. Write \(e^{-u^2}=(1/2u)(2u\,e^{-u^2})\) and integrate by parts, with \(s=\sqrt x\):

\[
\int_s^\infty e^{-u^2}du=\frac{e^{-s^2}}{2s}-\int_s^\infty\frac{e^{-u^2}}{2u^2}\,du .
\]

The subtracted integral is positive, so the first term is an upper bound. Treating the subtracted integral in the same way gives

\[
\int_s^\infty\frac{e^{-u^2}}{2u^2}\,du
=\frac{e^{-s^2}}{4s^3}-\frac34\int_s^\infty\frac{e^{-u^2}}{u^4}\,du
<\frac{e^{-s^2}}{4s^3}.
\]

Multiplying by \(2/\sqrt\pi\) and expressing the results through \(A\), we find

\[
A\left(1+\frac1{2x}-\frac1{4x^2}\right)<F<A\left(1+\frac1{2x}\right).
\]

Here \(1/(2x)=0.2085\) and \(1/(4x^2)=0.0435\), so \(F\) lies between 0.185 and 0.192. A calculator with exponential and square-root keys is thus enough to place the fraction within a range of about 0.7 percentage points.

**Why the Boltzmann factor alone is too small.** The factor \(e^{-x}=0.091\) is about half of \(F\). It would be the answer if the density of states were constant, because then

\[
\frac{\int_x^\infty e^{-\varepsilon}d\varepsilon}{\int_0^\infty e^{-\varepsilon}d\varepsilon}=e^{-x}.
\]

That is the case of a single parabolic subband in two dimensions. In three dimensions the density of states grows as \(\sqrt E\), which gives the energetic electrons more weight. At this threshold the ratio of the two fractions is 2.06.

### How the fraction scales

\(F\) depends on temperature and phonon energy through their ratio. When \(x\) is large, the bracket shows that \(F\) approaches \(A\): an exponential decrease multiplied by a slowly growing \(\sqrt x\). When \(x\) is small, almost every electron is above threshold. The missing part follows from setting \(e^{-\varepsilon}\approx1\) in the integral from zero to \(x\):

\[
1-F\approx\frac{2}{\sqrt\pi}\int_0^x\sqrt\varepsilon\,d\varepsilon=\frac{4}{3\sqrt\pi}\,x^{3/2}.
\]

Room temperature lies between these limits, and the local slope is more useful there. Moving the lower limit of the integral gives \(dF/dx=-p(x)=-A\). Since \(dx/dT=-x/T\) at fixed phonon energy, and \(dx/d(\hbar\omega)=1/k_BT\) at fixed temperature,

\[
\frac{dF}{dT}=\frac{xA}{T}=0.00127\ \text{K}^{-1},\qquad
\frac{dF}{d(\hbar\omega)}=-\frac{A}{k_BT}=-0.0061\ \text{meV}^{-1}.
\]

The relative sensitivity is

\[
\frac{d\ln F}{d\ln T}=\frac{xA}{F}=\frac{0.3808}{0.1873}=2.03 .
\]

Near 300 K the fraction therefore grows roughly as \(T^2\). This is a local exponent, not a law for all temperatures. With the phonon energy held at 62 meV, \(F\) is 0.124 at 250 K, 0.25 at 350 K and 0.31 at 400 K. At 77 K, where \(x=9.3\), it is \(3.2\times10^{-4}\), far below what a \(T^2\) law would give.

### What the 19 percent does and does not mean

The fraction describes the population at one instant. It is not the probability that an electron emits a phonon, nor the share of collisions in which emission occurs. Take a coupling that does not depend on energy. The emission rate is then proportional to the density of final states, \(\sqrt{E-\hbar\omega}\), and to \(N+1\), where

\[
N=\frac{1}{e^x-1}=0.100
\]

is the equilibrium phonon occupation. An electron just above threshold has almost no final states available, so it counts fully in \(F\) while emitting very slowly.

Absorption is open to every electron, but its rate is proportional to \(N\sqrt{E+\hbar\omega}\). Averaged over the population, with energies in units of \(k_BT\), the emission factor is

\[
R_{\text{em}}=(N+1)\frac{2}{\sqrt\pi}\int_x^\infty\sqrt{\varepsilon}\,\sqrt{\varepsilon-x}\;e^{-\varepsilon}d\varepsilon .
\]

Substitute \(\varepsilon=\varepsilon'+x\):

\[
R_{\text{em}}=(N+1)e^{-x}\,\frac{2}{\sqrt\pi}\int_0^\infty\sqrt{\varepsilon'+x}\,\sqrt{\varepsilon'}\;e^{-\varepsilon'}d\varepsilon' .
\]

From the definition of \(N\), \(N+1=e^x/(e^x-1)\), so \((N+1)e^{-x}=N\). What remains is the averaged absorption factor. Numerically, emission gives \(1.100\times0.1775=0.195\) and absorption gives \(0.100\times1.953=0.195\). In equilibrium the minority that can emit balances the weak absorption by everyone, and this phonon mode neither cools nor heats the electrons on average.

### How far the model can be trusted

**Nonparabolicity.** Away from its minimum the band is better described by \(E(1+\alpha E)=\hbar^2\kappa^2/2m_0\), with \(\alpha\) roughly 0.5 per eV. The number of states below \(E\) is now proportional to \([E(1+\alpha E)]^{3/2}\), and differentiation gives a density of states proportional to

\[
\sqrt{E(1+\alpha E)}\,(1+2\alpha E)\approx\sqrt E\left(1+\tfrac52\alpha E\right),
\]

to first order in \(\alpha E\). Let \(b=\tfrac52\alpha k_BT\). The correction requires the integral of \(\varepsilon p(\varepsilon)\) above threshold, which one integration by parts supplies:

\[
\frac{2}{\sqrt\pi}\int_x^\infty\varepsilon^{3/2}e^{-\varepsilon}d\varepsilon
=\frac{2}{\sqrt\pi}x^{3/2}e^{-x}+\frac32F=xA+\frac32F .
\]

For \(x=0\) this equals \(3/2\), the usual mean energy in units of \(k_BT\). The new fraction is

\[
\frac{F+b\left(xA+\frac32F\right)}{1+\frac32b}\approx F+b\,xA .
\]

The terms \(\tfrac32bF\) cancel at first order. With \(b=2.5\times0.5\times0.02585=0.0323\), the shift is \(0.0323\times0.381=0.0123\). The full integral gives 0.0120 and raises the fraction to 0.199. The 19 percent thus belongs to the parabolic valley; this nonparabolic model gives about 20 percent. A single \(\alpha\) is still only an approximation to the real band, which meets the second conduction band at the zone boundary about 0.13 eV above the minimum. An empirical pseudopotential band structure gives about 0.21, almost entirely from the shape of the lowest band, since the second band holds under 0.1 percent of the electrons at 300 K. The second digit of the model values should therefore not be read as a property of real silicon.

**Degeneracy.** At high electron density the Boltzmann factor must be replaced by the Fermi function. With \(z=e^{(E_F-E_c)/k_BT}\), where \(E_F\) is the Fermi energy and \(E_c\) the band edge, its expansion for small \(z\) is

\[
\frac{1}{z^{-1}e^{\varepsilon}+1}\approx z\,e^{-\varepsilon}-z^2e^{-2\varepsilon}.
\]

In the second term, the substitution \(\varepsilon'=2\varepsilon\) produces a factor \(2^{-3/2}\) and doubles the threshold. The fraction becomes

\[
\frac{zF(x)-2^{-3/2}z^2F(2x)}{z-2^{-3/2}z^2}
\approx F(x)+2^{-3/2}z\,[F(x)-F(2x)] .
\]

To lowest order \(z=n/N_c\), where \(n\) is the electron density and \(N_c\) the effective density of states, here \(2.74\times10^{19}\) cm\(^{-3}\) for six valleys. The shift is positive because exclusion limits the filling of the lowest states. It is 0.002 at \(10^{18}\) cm\(^{-3}\) and negligible at \(10^{15}\) cm\(^{-3}\). At \(10^{19}\) cm\(^{-3}\) the full Fermi integral gives \(F=0.209\), with the band itself left unchanged. These values count electrons with enough energy only. Exclusion also blocks the final states: weighting each electron by the probability that the state at \(E-\hbar\omega\) is empty gives 0.186 at \(10^{18}\) cm\(^{-3}\) and 0.178 at \(10^{19}\) cm\(^{-3}\), below the nondegenerate value.

**Field heating.** A current heats the electrons above the lattice. A rough balance equates the energy gained from the field \(\mathcal E\) during the energy relaxation time \(\tau_E\) with the excess thermal energy:

\[
q\mu\mathcal E^2\tau_E=\tfrac32k_B(T_e-T).
\]

For a mobility \(\mu\) of 1400 cm\(^2\)/Vs, a field of 1 kV/cm and \(\tau_E=0.3\) ps, the left side is \(4.2\times10^{-4}\) eV and the electrons are about 3 K warmer than the lattice. If they keep a Maxwellian distribution at \(T_e\), the fraction rises to 0.191. About a third of this excess energy is really the kinetic energy of the drift, so the random motion is only about 2 K warmer; a drifting Maxwellian with the same total energy also gives 0.191. With \(\mu\) and \(\tau_E\) held fixed, the heating grows as \(\mathcal E^2\), so this small correction does not carry over to high fields.

**Collision broadening.** Frequent scattering blurs the threshold. For a conductivity mass \(m_c=0.26\,m_0\), the momentum relaxation time is \(\tau=\mu m_c/q=0.21\) ps, and \(\hbar/2\tau\) is about 1.6 meV. Moving the threshold down or up by this amount gives 0.197 or 0.178. This is a rough measure of how sharply the question can be posed, not a calculated shift of the answer. The mobility gives only an average time, and phonon scattering becomes faster with energy, so the blur for electrons at the threshold can be larger.

**The real material.** The masses, mobility, \(\alpha\) and phonon energy used here are rough typical values for lightly doped n-type silicon at room temperature. Silicon has several intervalley phonons, each with its own threshold; for one of 59 meV the fraction would be 0.207, for one of 47 meV 0.30, and for one of 19 meV 0.69. The model also assumes three-dimensional motion. In a thin inversion layer the electrons occupy subbands instead, and if a single parabolic subband held them all, with final states starting at the same energy, the fraction would fall to 0.091. Strain or confinement can also separate the valleys in energy. For a transition to a valley higher by \(\Delta\), energy conservation replaces the threshold \(\hbar\omega\) by \(\hbar\omega+\Delta\), and in the three-dimensional model each added meV initially lowers the fraction of the lower valley's electrons able to make this transition by about 0.6 percentage points.

The numerical output below lists the inputs and the remaining digits.

## Numbers as computed

```
Temperature: 300 K
Phonon energy: 62 meV
Thermal energy kB*T: 25.852 meV
Mean kinetic energy: 38.78 meV
Reduced threshold x: 2.3983
Square root of x: 1.5486
exp(-x): 0.09088
Term erfc(sqrt(x)): 0.02852
Term A = 2 sqrt(x/pi) exp(-x): 0.15880
Fraction F, closed form: 0.18732 = 18.73 percent
Fraction F, k-space integral: 0.18732
Hand bracket, lower: 0.1850
Hand bracket, upper: 0.1919
Fraction for one 2D subband: 0.0909
Ratio of 3D to 2D fraction: 2.061
Slope dF/dT: 0.001269 per K
Slope dF/d(hw): -0.006143 per meV
F at 77 K: 0.000317
F at 250 K: 0.124
F at 350 K: 0.25
F at 400 K: 0.308
F at 300 K for 59 meV: 0.2066
Phonon occupation N: 0.1000
Mean emission factor without N+1: 0.1775
Mean absorption factor without N: 1.9533
Mean emission factor with N+1: 0.1953
Mean absorption factor with N: 0.1953
Masses, long. and transv.: 0.92, 0.19 m0
Density-of-states mass per valley: 0.3214 m0
Effective density Nc, 6 valleys: 2.744e+19 cm^-3
Nonparabolicity alpha: 0.50 per eV
F with nonparabolic band: 0.1993
Nonparabolic shift, full: 0.01199
Nonparabolic shift, first order: 0.01231
n=1e+15 cm^-3: F=0.18732, (EF-Ec)/kT=-10.22
n=1e+17 cm^-3: F=0.18753, (EF-Ec)/kT=-5.61
n=1e+18 cm^-3: F=0.18945, (EF-Ec)/kT=-3.30
n=1e+19 cm^-3: F=0.20930, (EF-Ec)/kT=-0.88
Degeneracy shift at 1e18, full: 0.00213
Degeneracy shift at 1e18, first order: 0.00213
Mobility: 1400 cm2/Vs; field: 1.0 kV/cm
Energy relaxation time: 0.3 ps
Electron heating Te-T: 3.25 K
F with heated electrons: 0.1914
Conductivity mass: 0.26 m0
Momentum relaxation time: 0.207 ps
Collision half width: 1.59 meV
F, threshold lowered by half width: 0.1973
F, threshold raised by half width: 0.1778
```
